Temperature rise added by a thin film under a three-omega heater

**The problem**

A straight metal line, 20 μm wide, lies on a film 100 nm thick, and the film lies on a silicon wafer. An alternating current of angular frequency ω heats the line, which dissipates a mean power of 10 W per metre of its length. The film has thermal conductivity 1.4 W/(m K).

(a) The heater temperature oscillates at 2ω. Consider the part of this oscillation that is in phase with the heating power. By how much does the film raise its amplitude, compared with the same heater at the same power on a wafer without the film?

(b) The line is 1.0 mm long, has resistance 20 ohm, and its resistance grows by a fraction 0.0030 per kelvin. What third-harmonic voltage does the film add?

Conventions: P' is the mean power per length, w the full width of the line, d the film thickness and κ the film's conductivity through its thickness. Heater temperatures are averaged over the width. Assume for now that heat leaves the line uniformly over its width and only downwards, and that the film's boundaries have no thermal resistance of their own.

**Hints**

1. Write the power as a constant plus an oscillation. How does the amplitude of the oscillation compare with the mean?

2. The film is 200 times thinner than the line is wide. In which direction does nearly all the heat cross it?

3. If the heat flux entering the wafer is the same with and without the film, what remains when the two heater temperatures are subtracted?

4. For (b), multiply a current at ω by a resistance change at 2ω.

**Solution**

*The oscillating power.* With current I₀ cos ωt, resistance R₀ and line length L, the power per length is

I₀²R₀ cos²ωt / L = (I₀²R₀/2L)(1 + cos 2ωt).

The mean is P' = I₀²R₀/(2L), and the part at 2ω has the same amplitude P'. If 10 W/m were instead the peak power, the mean and the amplitude would both be 5 W/m, and the answer to (a) would be halved.

*The heat flux.* One metre of line covers an area of w × 1 m, so the flux amplitude is

q = P'/w = (10 W/m)/(20×10⁻⁶ m) = 5.0×10⁵ W/m².

*The drop across the film.* Let z point downwards from the top of the film. Far from the edges of the line the heat flows along z. If the film stores little heat, the flux is the same at every depth, and Fourier's law reads

q = −κ dT/dz.

With q and κ constant, the temperature falls linearly, and integration from z = 0 to z = d gives

T(0) − T(d) = q d/κ.

The bottom of the film is the top of the wafer. It receives the flux q, just as it does in the sample without the film, and so has the same temperature oscillation. Subtraction removes the wafer's part:

ΔT = q d/κ = P' d/(κ w).

*The number.* The film's resistance times area is

d/κ = (100×10⁻⁹ m)/(1.4 W/(m K)) = 7.14×10⁻⁸ m²K/W,

and therefore

ΔT = (5.0×10⁵ W/m²)(7.14×10⁻⁸ m²K/W) = 0.0357 K, or about 36 mK.

The rise is small although the gradient, q/κ = 3.6×10⁵ K/m, is steep, because the film is so thin.

*Is heat storage small?* Take a current frequency of 1 kHz, so that 2ω = 4π×1000 s⁻¹, and a rough heat capacity C = 2.7×10⁶ J/(m³K) for the film. A layer whose temperature oscillates by about 0.1 K, the size found below for the whole heater signal, takes up and releases a flux of amplitude

2ωCd × 0.1 K ≈ 340 W/m².

This is about 0.07% of q, so a constant flux is a good approximation.

*The voltage.* Across the film alone, temperature follows power without appreciable delay. The film therefore adds ΔT(1 + cos 2ωt) to the heater temperature. With R = R₀(1 + α × temperature rise) and V₀ = I₀R₀, the oscillating part contributes

V₀ α ΔT cos ωt cos 2ωt = ½V₀ α ΔT (cos ωt + cos 3ωt).

The amplitude at 3ω is

V₃ = ½V₀ α ΔT.

The mean power gives the current:

I₀ = √(2P'L/R₀) = √(2 × 10 × 0.0010/20) A = 31.6 mA,

so V₀ = 0.632 V. Then

V₃ = ½ × 0.632 V × 0.0030 K⁻¹ × 0.0357 K = 34 μV.

This answers (b). Fourier analysis of the sampled product of current and resistance gives the same amplitude.

**How good is the one-dimensional picture?**

The linear profile ignores heat that spreads sideways. To include it, split the flux under the line into waves cos kx, where x runs across the line. With half-width b = w/2, a flux P'/w for |x| < b and zero outside is

q(x) = (1/π) ∫₀^∞ P' [sin(kb)/(kb)] cos kx dk.

Let Z(k) be the surface temperature per unit flux for one such wave. Averaging cos kx over the line gives a second factor sin(kb)/(kb), so the mean heater rise is

T_heater = (P'/π) ∫₀^∞ [sin(kb)/(kb)]² Z(k) dk.

Now find Z. For a time factor exp(2iωt), the heat equation in the film is solved by

T = cos kx (A cosh γz + B sinh γz), γ² = k² + 2iωC/κ.

Write Z_L = 1/(κγ). Unit flux at the top means −κγB = 1, so B = −Z_L, and the surface temperature is Z = A. At the bottom, temperature equals flux times the surface response Z_b of the wafer:

A cosh γd − Z_L sinh γd = Z_b [cosh γd − (A/Z_L) sinh γd].

Collecting the terms in A and dividing by cosh γd gives

Z = Z_L (Z_b + Z_L tanh γd)/(Z_L + Z_b tanh γd).

For a thin film, tanh γd ≈ γd. To first order in d, using Z_L γ = 1/κ,

Z − Z_b ≈ (d/κ)(1 − Z_b²/Z_L²).

A deep wafer of conductivity κ_s has Z_b = 1/(κ_sγ_s), where γ_s is formed like γ with the wafer's values. For steady heat γ = γ_s = k, and the correction Z_b²/Z_L² is (κ/κ_s)². With a rough κ_s = 140 W/(m K) for silicon, this is 10⁻⁴. If film and wafer had equal conductivities and heat capacities, the bracket would vanish: a film that is thermally identical to its substrate adds nothing to this order. For oscillating heat and small k, the k² terms drop out of γ and γ_s, and the correction tends instead to κC/(κ_sC_s), where C_s is the wafer's heat capacity. With the silicon value used below this is about 1.6%, but at 1 kHz it applies only to waves with kb below about 0.1, which carry a small part of the weight. The simple formula therefore needs a substrate that conducts much better than the film, and κC must also be small compared with κ_sC_s.

When the bracket is close to 1, the difference is d/κ for every k that matters. Since ∫₀^∞ [sin(kb)/(kb)]² dk = π/(2b), the added rise is

(P'/π)(d/κ)(π/2b) = P'd/(κw),

as before.

The complete integral, without the thin-film expansion, can be evaluated for the example at 1 kHz, with a rough silicon heat capacity of 1.65×10⁶ J/(m³K). The in-phase rise is 0.0689 K for the bare wafer and 0.1045 K with the film. The film supplies only 34% of the total, so the wafer's part must be subtracted. A reference sample measures that part; it can also be calculated, as here, if the wafer's properties are known. The difference is 0.0356 K, or 0.45% below the simple formula (taken before rounding). Its out-of-phase part is only 0.18% of the simple value. The wafer's own response does lag the power, so in-phase parts should be subtracted from in-phase parts, not one magnitude from another. Subtracting magnitudes would give 0.0348 K here, about 2.5% below the simple formula.

If the film's heat capacity is set to zero and everything else is kept, the 0.45% shortfall falls to 0.30%. Most of this remainder is sideways spreading, as the first variation shows.

**Variation 1: a narrow heater**

*Keep P' = 10 W/m and the same film, but make the line 1 μm wide. Let the film rest on a perfect heat sink and let the heating be slow. What is the rise?*

The simple formula gives 20 times the earlier value, 0.714 K. Heat now has more chance to escape sideways at the edges, which lowers the mean temperature. With Z_b = 0 and γ = k, the response is Z = tanh(kd)/(κk). Relative to the simple formula, the rise falls short by the fraction

δ = (2b/π) ∫₀^∞ [sin(kb)/(kb)]² [1 − tanh(kd)/(kd)] dk.

Substitute u = kd and write sin² = ½(1 − cos):

δ = (d/πb) ∫₀^∞ [1 − cos(2ub/d)] [1 − (tanh u)/u]/u² du.

The partial-fraction series of tanh, with aₙ = (n − ½)π and n = 1, 2, 3, …, is

(tanh u)/u = Σ 2/(u² + aₙ²).

At u = 0 it gives 1 = Σ 2/aₙ². Subtracting the two series,

[1 − (tanh u)/u]/u² = Σ 2/[aₙ²(u² + aₙ²)].

The cosine part integrates to terms proportional to exp(−aₙw/d). The largest contains exp(−πw/2d), which is negligible for w/d = 10. In the rest, ∫₀^∞ du/(u² + aₙ²) = π/(2aₙ), so the integral is

π Σ 1/aₙ³ = (8/π²) Σ 1/(2n − 1)³ = 7ζ(3)/π².

Here ζ(3) = Σ 1/n³, and the sum over odd numbers is 7/8 of it. With b = w/2,

δ = [14ζ(3)/π³] d/w = 0.543 d/w.

For the 1 μm line δ = 5.4%, and the rise is 0.714 K × (1 − 0.054) = 0.68 K. For the original 20 μm line δ = 0.27%, which is most of the 0.30% found above.

These values assume that heat leaves the line uniformly over its width. A real metal line 1 μm wide and 100 nm thick conducts heat across its own width so well that its temperature, not its flux, is nearly uniform. More heat then leaves near the edges, the shortfall grows to about 8%, and the rise is 0.66 K.

The law was tested on a case where spreading is strong, d/w = 0.2. A direct finite-volume solution of the two-dimensional heat equation gives 0.8916 of the simple rise, and the law gives 0.8914.

**Variation 2: a boundary that resists heat**

*Return to the 20 μm line. Suppose that the film brings with it one extra boundary of thermal resistance R_b = 1.0×10⁻⁸ m²K/W. What rise is added, and what conductivity would be inferred if the boundary were ignored?*

The same flux crosses film and boundary in series, so their drops add:

ΔT = q(d/κ + R_b) = 0.0357 K + 0.0050 K = 0.0407 K.

The boundary adds 14% to the film's own drop. Someone who assigns the whole drop to the film would infer

κ_app = d/(d/κ + R_b) = 10⁻⁷/(8.14×10⁻⁸) W/(m K) = 1.23 W/(m K),

which is 12% below the true 1.40 W/(m K). The boundary matches the film when d = κR_b = 14 nm, so thinner films are more strongly affected. Measuring several thicknesses separates the two: if κ and R_b do not depend on d, a plot of ΔT/q against d is a straight line with slope 1/κ and intercept R_b.

**The real case**

The numbers are in the regime of amorphous indium gallium zinc oxide on silicon near room temperature. The material values are rough, and the film's conductivity depends on its composition and deposition. At 1 kHz heat penetrates about 82 μm into silicon, so a wafer several hundred micrometres thick acts as a deep substrate.

Because both the film and the wafer are semiconductors, an insulator is normally placed under the heater to keep current from leaking out of the line, and the reference sample needs the same insulator. With 50 nm of insulator of conductivity 1.3 W/(m K) in both samples, the added rise, still for uniform flux under the line, is 0.0355 K, now 0.74% below the simple formula. Most of the change from 0.45% is again edge spreading. If insulator and film had equal conductivities and lay on a perfect sink, Variation 1 would give a loss proportional to the square of the total thickness. With insulator thickness dᵢ, the difference between the samples would then fall short by 0.543(d + 2dᵢ)/w = 0.54%, instead of 0.27%.

Treating the film as a conducting plate, the capacitance through a sound insulator of relative permittivity 3.9 is about 14 pF. Its impedance at 1 kHz is about 12 Mohm, so the current bypassing the 20 ohm line is negligible. Heat stored in a 100 nm metal line amounts to about 0.07% of the flux. Such a line also conducts heat across its width, so the flux under it is not quite uniform. For a metal conductivity near 180 W/(m K), the shortfall grows from 0.45% to about 0.6% without the insulator and from 0.74% to about 1.1% with it.

Of the assumptions examined here, that of perfect boundaries matters most. The value of R_b in Variation 2 is a rough typical size, and it moves the answer by 14%, far more than the other effects estimated here. In the sample with the insulator, R_b stands for the sum of the insulator–film and film–silicon resistances, minus the insulator–silicon resistance of the reference. The figure of 36 mK is thus the film's own contribution, and a measured difference may well be larger. The numerical output below lists the values used.

Calculated quantities

```
power per length, mean: 10.0 W/m
film thickness: 100 nm
heater full width: 20 um
film conductivity: 1.40 W/(m K)
heat flux under heater: 5.000e+05 W/m^2
film resistance times area: 7.143e-08 m^2 K/W
temperature gradient in film: 3.571e+05 K/m
ADDED RISE, simple formula: 0.03571 K
added rise in millikelvin: 35.71 mK
rise if 10 W/m were peak power: 0.01786 K
current frequency: 1000 Hz
film heat capacity (rough): 2.70e+06 J/(m^3 K)
silicon conductivity (rough): 140 W/(m K)
silicon heat capacity (rough): 1.65e+06 J/(m^3 K)
heat penetration depth in Si: 82.2 um
substrate rise, in phase: 0.06891 K
substrate rise, out of phase: -0.01768 K
total rise with film, in phase: 0.10447 K
film share of in-phase total: 34.0 %
added rise, full solution: 0.03555 K
full solution below simple by: 0.452 %
out-of-phase part of added rise: -0.179 %
edge coefficient 14 zeta(3)/pi^3: 0.5428
edge deficit, closed form: 0.271 %
edge deficit, integral on sink: 0.271 %
deficit, no film heat storage: 0.300 %
edge deficit for 1 um heater: 5.43 %
2D test d/w=0.2, finite volume: 0.8916 of simple
2D test d/w=0.2, integral: 0.8915 of simple
2D test d/w=0.2, edge law: 0.8914 of simple
insulator thickness: 50 nm
insulator conductivity (rough): 1.30 W/(m K)
insulator heat capacity (rough): 1.60e+06 J/(m^3 K)
insulator relative permittivity: 3.9
added rise with insulator: 0.03545 K
that is below simple by: 0.736 %
extra boundary resistance (rough): 1.0e-08 m^2 K/W
extra rise from boundary: 0.00500 K
boundary rise over film rise: 14.0 %
film plus boundary rise: 0.04071 K
apparent conductivity: 1.228 W/(m K)
metal thickness: 100 nm
metal heat capacity (rough): 2.50e+06 J/(m^3 K)
flux share stored in metal: 0.067 %
heater length: 1.0 mm
heater resistance: 20.0 ohm
resistance coefficient (rough): 0.0030 1/K
current amplitude: 31.62 mA
voltage amplitude: 0.6325 V
added third-harmonic voltage: 33.88 uV
heater-film capacitance: 13.81 pF
its impedance at 1 kHz: 11.52 Mohm
```
